# Where dipolar coupling overtakes exchange between silicon donors

**Question.** Two neutral donors in silicon each bind one electron. At what separation does the magnetic dipolar coupling of the two electron spins become larger than their exchange coupling, and how does that separation depend on the size of the donor orbital?

**Answer.** Exchange needs the two electron clouds to overlap, so it falls exponentially with the separation $R$. Dipolar coupling falls as $1/R^3$. The power law must win at large $R$; the distance at which it does so requires the prefactors of both laws.

## The model and its two couplings

Treat each donor as a hydrogen atom with effective Bohr radius $a$, in bulk silicon of relative permittivity $\varepsilon$, far from any interface. The envelope is isotropic and, at first, the electron has a single conduction-band valley. The spin Hamiltonians are

$$H_J=J\,\mathbf S_1\cdot\mathbf S_2,\qquad
H_D=D\left[\mathbf S_1\cdot\mathbf S_2-3(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)\right],$$

with dimensionless spins and $\mathbf n$ the unit vector along the pair. Since $\mathbf S_1\cdot\mathbf S_2$ is $1/4$ in the triplet and $-3/4$ in the singlet, $J=E_t-E_s$.

The dipolar constant follows from the energy of two point moments,

$$\frac{\mu_0}{4\pi R^3}\left[\mathbf m_1\cdot\mathbf m_2-3(\mathbf m_1\cdot\mathbf n)(\mathbf m_2\cdot\mathbf n)\right].$$

Inserting $\mathbf m_i=-g\mu_B\mathbf S_i$, the two minus signs cancel and

$$D=\frac{\mu_0(g\mu_B)^2}{4\pi R^3}.$$

Point moments are adequate because $R\gg a$. The permittivity does not enter: it screens electric forces, and silicon is practically non-magnetic.

For exchange, measure lengths in $a$ and energies in the effective hartree $E_*=e^2/(4\pi\varepsilon_0\varepsilon a)$. The donor pair then becomes the hydrogen molecule in atomic units, and its triplet–singlet splitting at large $R$ is what we need.

## Exchange as a flow between two arrangements

Until the crossing is computed, $R$ is in units of $a$. Put donor $a$ at $z=-R/2$ and donor $b$ at $z=+R/2$. Let $\Psi_1$ be the state with electron 1 on $a$ and electron 2 on $b$, and $\Psi_2$ the same state with the electrons interchanged. The singlet and triplet spatial functions are

$$\psi_{s,t}=\frac{\Psi_1\pm\Psi_2}{\sqrt2}.$$

Multiply $H\psi_t=E_t\psi_t$ by $\psi_s$, multiply $H\psi_s=E_s\psi_s$ by $\psi_t$, subtract, and integrate over the region $z_1<z_2$. There $\Psi_1$ has nearly all its weight and $\Psi_2$ almost none, so

$$\int\psi_s\psi_t=\tfrac12\int(\Psi_1^2-\Psi_2^2)\simeq\tfrac12.$$

The potential energy cancels in the subtraction. Green's theorem turns the kinetic part, $-\tfrac12\nabla^2$, into a surface integral:

$$\frac J2=-\frac12\oint(\psi_s\partial_n\psi_t-\psi_t\partial_n\psi_s)\,dS
=-\frac12\oint(\Psi_2\partial_n\Psi_1-\Psi_1\partial_n\Psi_2)\,dS .$$

On the surface $z_1=z_2=z$ the outward derivative is $\partial_n=(\partial_{z_1}-\partial_{z_2})/\sqrt2$, while $dS=\sqrt2\,dz\,d^2\rho_1d^2\rho_2$. The roots cancel:

$$J=\int dz\,d^2\rho_1d^2\rho_2\left[\Psi_1(\partial_{z_1}-\partial_{z_2})\Psi_2-\Psi_2(\partial_{z_1}-\partial_{z_2})\Psi_1\right].$$

Near the axis $\Psi_1$ varies mainly as $e^{-r_{1a}-r_{2b}}$, so $(\partial_{z_1}-\partial_{z_2})\Psi_1\simeq-2\Psi_1$. For $\Psi_2$ the sign is reversed. To leading order

$$J=4\int dz\,d^2\rho_1d^2\rho_2\,\Psi_1\Psi_2 .$$

## How the electrons disturb each other

Write $\Psi_1=\phi\chi$ with $\phi=e^{-r_{1a}-r_{2b}}/\pi$. The product $\phi$ solves the problem of two separate atoms. What remains of the potential is

$$V=-\frac1{r_{1b}}-\frac1{r_{2a}}+\frac1{r_{12}}+\frac1R .$$

With the energy set to its separate-atom value, the Schrödinger equation gives $-\tfrac12\phi\nabla^2\chi-\nabla\phi\cdot\nabla\chi+V\phi\chi=0$. Keep the gradient along the axis, where $\ln\phi$ has slopes $-1$ in $z_1$ and $+1$ in $z_2$:

$$(\partial_{z_1}-\partial_{z_2})\ln\chi=-V .$$

The dropped terms are the sideways part of $\nabla\phi\cdot\nabla\chi$ and the term with $\nabla^2\chi$. They are appreciable where $|z_1-z_2|$ is comparable with the sideways distance $\rho=|\boldsymbol\rho_1-\boldsymbol\rho_2|$, which is of order $\sqrt R$. There the dropped terms are of order $1/R$ and act over a path of order $\sqrt R$, so they change $\ln\chi$ by order $R^{-1/2}$.

Set $z_1=z+\zeta/2$ and $z_2=z-\zeta/2$, so that $\partial_{z_1}-\partial_{z_2}=2\partial_\zeta$ at fixed $z$. Take $z=-y$ with $y\ge0$; the other half follows by symmetry. The path starts with electron 1 at its own donor, at $\zeta=-L$ with $L=R-2y$. There $r_{1b}=R$ and $r_{12}=r_{2a}$, so $V=0$: a neutral donor leaves the other electron undisturbed, and $\chi=1$. Integrating to $\zeta=0$,

$$2\ln\chi=\int_{-L}^0\!\left[\frac1{\frac R2+y-\frac\zeta2}+\frac1{\frac R2-y-\frac\zeta2}-\frac1{\sqrt{\zeta^2+\rho^2}}-\frac1R\right]d\zeta .$$

The four terms give, in order, $2\ln[R/(R/2+y)]$, $2\ln2$, $-\operatorname{arsinh}(L/\rho)\simeq-\ln(2L/\rho)$ and $-L/R$. With $u=2y/R$, hence $L=R(1-u)$,

$$\chi=\frac4{1+u}\sqrt{\frac{\rho}{2R(1-u)}}\;e^{-(1-u)/2}.$$

The factor $\sqrt\rho$ is the effect of repulsion: the electrons avoid passing close to each other.

## The exchange constant

On the surface, $\Psi_2$ has the same $\chi$ by symmetry. For small sideways displacement,

$$r_{1a}+r_{1b}\simeq R+\frac{\rho_1^2}2\left[\frac1{R/2+z}+\frac1{R/2-z}\right]=R+\beta\rho_1^2,\qquad \beta=\frac2{R(1-u^2)},$$

and likewise for electron 2. Therefore

$$J=\frac4{\pi^2}e^{-2R}\int dz\,\frac{8\,e^{-(1-u)}}{R(1+u)^2(1-u)}\int d^2\rho_1d^2\rho_2\;\rho\,e^{-\beta(\rho_1^2+\rho_2^2)} .$$

For the inner integral use the mean position $\mathbf P$ and the difference $\boldsymbol\rho$, for which $\rho_1^2+\rho_2^2=2P^2+\rho^2/2$ and the Jacobian is one. The $\mathbf P$ integral is $\pi/(2\beta)$. The other is

$$2\pi\int_0^\infty\rho^2e^{-\beta\rho^2/2}d\rho=2\pi\,\frac{\sqrt\pi}4\left(\frac2\beta\right)^{3/2}=\sqrt2\,\pi^{3/2}\beta^{-3/2}.$$

Their product is $\pi^{5/2}\beta^{-5/2}/\sqrt2$, with $\beta^{-5/2}=[R(1-u^2)/2]^{5/2}$. The two halves of the axis together give $\int dz=R\int_0^1du$. The numerical factors combine to $4\cdot8/(\sqrt2\cdot2^{5/2})=4$, the powers of $\pi$ to $\sqrt\pi$, and the powers of $1\pm u$ to $(1-u)^{3/2}(1+u)^{1/2}$. With $v=1-u$,

$$J=C R^{5/2}e^{-2R},\qquad C=4\sqrt\pi\int_0^1v^{3/2}(2-v)^{1/2}e^{-v}dv .$$

The integral is $0.2308$, so $C=1.637$. In ordinary units,

$$J=C\,\frac{e^2}{4\pi\varepsilon_0\varepsilon a}\left(\frac Ra\right)^{5/2}e^{-2R/a}.$$

How far can this leading law be trusted? A full configuration-interaction calculation for H$_2$ in a finite Gaussian basis gives a splitting of $3.47\times10^{-5}$ hartree at $R=8$ bohr, against $3.33\times10^{-5}$ from the law. At 10 bohr the values are $1.05\times10^{-6}$ and $1.07\times10^{-6}$. These values are not converged in the basis: a larger one, with $f$ functions and functions at the midpoint, raises them by about 2%, to $3.53\times10^{-5}$ and $1.08\times10^{-6}$. The splitting then exceeds the law by about 6% at 8 bohr and about 1% at 10 bohr.

Using true distances in $\phi$ and its slopes, while $\chi$ keeps the attraction evaluated on the axis, the surface integral gives $C=1.640$ at $R/a=2000$, but about $2.0$ at $R/a=15$. That second value is only a partial correction: it omits the sideways distances in the attraction, which act in the opposite direction, and the derivative of $\chi$. It is therefore not an improved constant. It shows that one finite-distance correction, taken alone, can reach about a quarter of the leading term.

## Where the curves cross

What does equality of $J$ and $D$ mean in a measurement? Take a magnetic field at angle $\theta$ to the pair, with a Zeeman energy much larger than the difference between the two spins' resonance energies, and that difference much larger than $J$ and $D$. Then spin flip-flops are suppressed and, to first order, only $S_{1z}S_{2z}$ survives, with $z$ now along the field. Its coefficient is

$$J+D(1-3\cos^2\theta).$$

This is the splitting of either spin's resonance line by the two orientations of the other spin. For a field perpendicular to the pair, $J=D$ means equal contributions from the two mechanisms. That is the criterion used here.

To solve $J=D$, use Hartree atomic units, with $a$ in bohr and $x=R/a$. Then $\mu_B=1/2$ and $\mu_0/4\pi=\alpha^2$, where $\alpha\simeq1/137$ is the fine-structure constant:

$$\frac C{\varepsilon a}x^{5/2}e^{-2x}=\frac{g^2\alpha^2}{4a^3x^3}
\quad\Longrightarrow\quad e^{2x}=Kx^{11/2},\qquad K=\frac{4Ca^2}{g^2\alpha^2\varepsilon}.$$

Taking half the logarithm gives a form suited to iteration:

$$x=\tfrac12\ln K+\tfrac{11}4\ln x .$$

There is also a root below $x=1$, where the large-distance exchange law does not apply. It is discarded.

Now take $a=2$ nm $=37.8$ bohr, $\varepsilon=11.7$ and $g=2$. These give $K=3.75\times10^6$ and $\tfrac12\ln K=7.569$. Starting from $x=10$, the first step is

$$x=7.569+2.75\times2.303=13.90 .$$

The next values are 14.81, 14.98 and 15.01, and the converged root is $x=15.02$. Near the root, each step multiplies the remaining error by about $11/(4x)\simeq0.18$, the slope of the right-hand side. Hence

$$R_\times=15.02\times2\ \text{nm}\simeq30\ \text{nm}\quad(568\ \text{bohr}).$$

Both couplings, divided by Planck's constant, are then about 1.9 kHz. The neighbourhood of the crossing shows how different the two laws are:

| $R$ (nm) | $J/h$ (kHz) | $D/h$ (kHz) |
|---:|---:|---:|
| 20 | 15,900 | 6.5 |
| 25 | 187 | 3.3 |
| 30 | 2.0 | 1.9 |
| 35 | 0.020 | 1.2 |
| 40 | 0.00019 | 0.81 |

Between 25 and 35 nm exchange drops by a factor of about 9500, while dipolar coupling drops by $(35/25)^3\simeq2.7$.

The table also describes a small array. In a row of donors spaced by 20 nm, this model gives nearest neighbours a coupling dominated by exchange, whereas the direct coupling of second neighbours, 40 nm apart, is almost entirely dipolar. This does not make the dipolar term the main link between second neighbours, because they also influence each other through the donor between them. Suppose the two outer spins have equal resonance frequencies and the middle one differs by $\Delta=117$ MHz, a typical hyperfine detuning for phosphorus. An excitation can then pass from one outer spin to the other by two exchange flip-flops, each of amplitude $J/2$. With $J$ expressed as a frequency, second-order perturbation theory gives a transfer amplitude of magnitude $(J/2)^2/\Delta$ and a splitting of $J^2/(2\Delta)\simeq1$ MHz. That is far more than the direct dipolar coupling of 0.81 kHz.

## How the crossing scales

Suppose some omitted effect multiplies $J$ by $f$. Then $K$ becomes $fK$. Differentiating $2x-\tfrac{11}2\ln x=\ln K$ at fixed $a$ gives

$$\frac{dR_\times}{d\ln f}=\frac a{2-11/(2x)}=\frac{2\ \text{nm}}{2-0.366}=1.22\ \text{nm}.$$

An error of a factor $e$ in exchange thus moves the answer by only 1.2 nm. Raising $C$ by a quarter would move it by about $1.22\ln1.25\simeq0.3$ nm.

The field direction also matters mildly, except near one angle. For a field along the pair the dipolar contribution is $-2D$. Its magnitude equals $J$ at 29.2 nm, where the two contributions cancel in the line splitting. At the angle where $3\cos^2\theta=1$ the dipolar contribution vanishes to this order, and this criterion then gives no crossing.

The orbital radius is another matter. With $\varepsilon$ and $g$ held fixed, $K\propto a^2$, so $dx/d\ln a=2/(2-11/(2x))=1.22$. Since $R_\times=ax$,

$$\frac{dR_\times}{da}=x+\frac{dx}{d\ln a}=15.0+1.2\simeq16 .$$

Each 0.1 nm in $a$ moves the crossing by 1.6 nm. Direct solution gives 22.0 nm for $a=1.5$ nm and 38.2 nm for $a=2.5$ nm. The crossing is close to 15 orbital radii throughout this range, with a slow logarithmic drift. The second digit of "30 nm" is therefore no better than the value of $a$.

## What real silicon changes

**Valley interference.** A donor electron in silicon is shared among six valleys at wave vectors $\pm k_0$ along the cubic axes. Each valley contributes a rapidly varying phase pinned to the donor nucleus. In $\Psi_1\Psi_2$, each electron appears once in an orbital on each donor. Give the six valleys equal weights and the same isotropic envelope, and keep only products in which an electron occupies the same valley on both donors, as in effective-mass theory. Each electron then leaves the factor $\frac16\sum_\mu e^{i\mathbf k_\mu\cdot\mathbf R}$. Two electrons give

$$f=\left[\frac{\cos k_0X+\cos k_0Y+\cos k_0Z}{3}\right]^2,$$

where $(X,Y,Z)$ is the donor separation. If the three phases are independent and uniformly spread, the mean of $f$ is $\frac19\times3\times\frac12=\frac16$. Sampling lattice sites within 1 nm of the crossing distance, with $k_0=9.84$ nm$^{-1}$, gives 0.167.

The median is smaller, 0.082, and moves the crossing to 27 nm. The 10th and 90th percentiles of $f$ give 23 and 29 nm. Because $f\le1$, interference in this approximation can lower the crossing but cannot raise it. With this isotropic envelope, exchange along some crystal directions, such as [110], varies so strongly from site to site that the larger coupling changes several times with distance, and there is then no single crossing distance. For [110] this is a feature of the isotropic model. With the anisotropic masses treated next, the two valleys perpendicular to the pair have the longest tail and carry no phase, so at these distances they dominate and the oscillation is largely suppressed.

**Anisotropic mass.** Far from the donor, write a valley envelope as $e^{-S}$. Keeping the leading gradient terms, a binding energy $E_b$ requires

$$\sum_i\frac{\hbar^2(\partial_iS)^2}{2m_i}=E_b,\qquad
S=\frac1\hbar\sqrt{2E_b\sum_i m_ix_i^2}.$$

Substitution confirms this: $\partial_iS=\sqrt{2E_b}\,m_ix_i/(\hbar\sqrt{\sum_j m_jx_j^2})$, and the sum then reduces to $E_b$. Along a direction $\mathbf n$ the tail length is therefore $\hbar/\sqrt{2E_b\sum_i m_in_i^2}$.

For phosphorus, rough values are $E_b=45$ meV and masses of 0.19 and 0.92 electron masses across and along a valley axis. Along [100], four of the six valleys present their light mass, and their tail length is 2.1 nm. Their phases all agree for a separation along [100], so keeping these four multiplies exchange by $(4/6)^2=0.44$. The crossing is then about 31 nm.

Along [111] every valley has the directional mass $(2\times0.19+0.92)/3=0.43$. The tail shortens to 1.4 nm, and the crossing falls to about 20 nm even with all phases favourable. These two figures insert the tail length for $a$ in the isotropic law, prefactor included, so they show the size of the effect and are not a full anisotropic calculation. The prefactor is not negligible here. At fixed $E_b$ the tail goes as $r^{\nu-1}e^{-r/a}$ with $\nu=E_*/(2E_b)$, where $E_*$ is evaluated at the tail length. This gives $\nu\simeq0.65$ along [100] and $0.98$ along [111]. The power $5/2$ in $J$ then becomes $7\nu/2-1$, and a rough estimate with this tail lowers the [100] figure to 27–28 nm while leaving [111] near 20 nm.

**Comparison with a phosphorus pair.** The isotropic model with $a=2$ nm has a binding energy of $E_*/2=31$ meV, below the rough 45 meV of phosphorus, so the chosen radius does not reproduce the binding of the real donor. Isotropy is also a serious simplification: at the same binding energy, the estimated crossing is some 7 to 10 nm shorter along [111] than along [100]. Valley interference typically costs about 3 nm when applied to the isotropic envelope. The combination of both effects has not been calculated here. For real pairs, 30 nm is best read as a value near the upper end of a range that extends down to about 20 nm, and lower for unfavourable valley phases.

Two other conditions are comfortably met in the example. If the donor nuclei have opposite spins, the rough hyperfine detuning of 117 MHz is about $6\times10^4$ times $J/h$ at the crossing, as the line-splitting criterion requires. At 4 K the thermal energy is 0.34 meV, far below the binding energy, which favours neutral donors. Nearby interfaces, electric fields or compensating impurities could still distort or empty the orbitals, and the estimate does not cover those cases.

Most of the computed values behind these estimates are listed in the numerical output.

## Numbers as computed

```
effective Bohr radius a = 2.0 nm, permittivity 11.7, g = 2.0
a in Bohr radii = 37.795
effective hartree E_star = 61.54 meV
model binding energy E_star/2 = 30.77 meV
implied isotropic mass = 0.310 m_e
integral over v = 0.23083
exchange coefficient C = 1.6366
surface quadrature, R/a = 2000: C = 1.6398
surface quadrature, R/a = 15: C = 2.0239
H2 R = 8 bohr: CI 3.4691e-05, law 3.3339e-05 hartree, ratio 1.041
H2 R = 10 bohr: CI 1.0524e-06, law 1.0667e-06 hartree, ratio 0.987
K = 3.7521e+06, (ln K)/2 = 7.5689
iterates of R/a: 10.000 13.901 14.807 14.980 15.012 15.018
crossing R/a = 15.020
crossing R = 30.04 nm = 568 bohr
J = D at crossing = 1.915 kHz
R = 15 nm: J = 1.148e+06 kHz, D = 15.38 kHz
R = 20 nm: J = 1.587e+04 kHz, D = 6.49 kHz
R = 25 nm: J = 186.8 kHz, D = 3.323 kHz
R = 30 nm: J = 1.986 kHz, D = 1.923 kHz
R = 35 nm: J = 0.01967 kHz, D = 1.211 kHz
R = 40 nm: J = 0.0001851 kHz, D = 0.8113 kHz
shift of crossing per factor e in J = 1.224 nm
crossing for J = 2D (field along pair) = 29.19 nm
crossing for a = 1.5 nm: 22.00 nm
crossing for a = 2.5 nm: 38.23 nm
valley wave number k0 = 9.84 1/nm
valley factor: mean 0.167, sites 142658
valley factor 10th percentile = 0.0038: crossing 22.98 nm
valley factor median = 0.0824: crossing 26.95 nm
valley factor 90th percentile = 0.4821: crossing 29.14 nm
rough masses 0.19, 0.92 m_e; rough binding 45 meV
tail [100] = 2.111 nm, valley weight 0.444: crossing 30.79 nm
tail [111] = 1.398 nm, valley weight 1: crossing 20.38 nm
rough hyperfine detuning = 117 MHz
detuning / J at crossing = 6.11e+04
thermal energy at 4 K = 0.345 meV
```
